# Why Compressive Strain Lowers Transparency Density: Lighter Holes, Not Equal Masses

A quantum-well laser must be pumped before it can amplify. At low carrier density the well absorbs light at its band edge; at some higher density absorption and stimulated emission balance, and beyond it there is gain. This balance point is the transparency density. If the well layer is grown on a substrate with a smaller lattice constant, it is compressed in its plane, and its transparency density falls.

Compression widens the energy range over which the holes at the top of the valence band are light for motion in the plane, so that their thermally averaged mass comes closer to the electron mass. It is tempting to conclude that the density is least when the two masses are equal. For a given electron mass this is false: the density keeps falling when the holes become lighter than the electrons. Equal masses are optimal in other respects, which a model with two parabolic bands can separate.

## When a transition gives gain

Light connects a conduction state and a valence state of the same in-plane wavevector $k$, with energies $E_c(k)$ and $E_v(k)$ and $\hbar\omega=E_c(k)-E_v(k)$. Under pumping, each band is taken to be in equilibrium within itself at temperature $T$, with its own quasi-Fermi level, $F_c$ or $F_v$. The electron occupations are

$$
f_c=\frac{1}{1+e^{(E_c-F_c)/kT}},\qquad
f_v=\frac{1}{1+e^{(E_v-F_v)/kT}} ,
$$

where $k$ in the product $kT$ is Boltzmann's constant. Stimulated emission needs a filled upper and an empty lower state, absorption the reverse. Both have the same matrix element, so the net emission is proportional to

$$
f_c(1-f_v)-f_v(1-f_c)=f_c-f_v=f_c+f_h-1 ,
$$

with $f_h=1-f_v$ the hole occupation. It is positive when $(E_c-F_c)<(E_v-F_v)$, that is, when

$$
F_c-F_v>\hbar\omega .
$$

This is the Bernard-Duraffourg condition. It is easiest to meet at the smallest transition energy, the gap $E_g$ between the subband edges at $k=0$. Provided that the edge transition is allowed for the light polarization used, gain first appears there, and transparency means $F_c-F_v=E_g$. Broadening of the transitions and many-body shifts are left out.

## From occupation to density

Let the electron subband have mass $m_c$ and, for now, let there be one hole subband of mass $m_v=r\,m_c$. Both are parabolic and spin degenerate. The number of electron states per area in $dk$ is $2\cdot 2\pi k\,dk/(2\pi)^2=k\,dk/\pi$. With kinetic energy $E=\hbar^2k^2/2m_c$ we have $k\,dk=m_c\,dE/\hbar^2$, so the density of states is the constant $m_c/\pi\hbar^2$.

Measure the electron quasi-Fermi level from its band edge by $\eta_c=[F_c-E_c(0)]/kT$, and put $x=E/kT$. Then

$$
n=N_c\int_0^\infty\frac{dx}{1+e^{x-\eta_c}}
=N_c\Big[-\ln\!\big(1+e^{\eta_c-x}\big)\Big]_0^\infty
=N_c\ln(1+e^{\eta_c}),
\qquad N_c=\frac{m_c kT}{\pi\hbar^2}.
$$

From here on $f_c$ and $f_h$ denote the occupations at the band edges. Since $1-f_c=1/(1+e^{\eta_c})$, the last result gives $1-f_c=e^{-n/N_c}$. The same steps for holes, with $\eta_h=[E_v(0)-F_v]/kT$ and mass $r\,m_c$, give $1-f_h=e^{-p/(rN_c)}$. The well is undoped, so $p=n$, and

$$
f_c+f_h-1=1-e^{-n/N_c}-e^{-n/(rN_c)} .
$$

The right side rises steadily with $n$, from $-1$ to $+1$, and vanishes once. With $y=n_{\rm tr}/N_c$, the transparency density obeys

$$
e^{-y}+e^{-y/r}=1 .
$$

At this point $f_h=1-f_c=e^{-y}$ and $f_c=1-f_h=e^{-y/r}$. The electron quasi-Fermi level lies at $\eta_c=\ln[f_c/(1-f_c)]=\ln(f_c/f_h)$.

For equal masses both exponentials are $1/2$, so $y=\ln2$, and both quasi-Fermi levels sit at their band edges. For $r=2$, put $u=e^{-y/2}$; then $u^2+u=1$, $u=(\sqrt5-1)/2$, and $y=-2\ln u=2\ln[(1+\sqrt5)/2]\approx0.962$.

When the holes are heavier, their many states spread the same number of holes thinly, and the edge hole occupation is low. The electrons must make up the deficit, because the two edge occupations have to add to one. Their quasi-Fermi level is pushed into the band, which costs density.

## Fixed electron mass: no minimum at equality

Strain changes the shape of the bands mainly in the valence band, so the first comparison keeps $m_c$, and hence $N_c$, fixed. Differentiating the transparency equation with respect to $r$ gives

$$
-y'e^{-y}-\left(\frac{y'}{r}-\frac{y}{r^2}\right)e^{-y/r}=0 .
$$

Inserting $e^{-y}=f_h$ and $e^{-y/r}=f_c$ and solving for $y'$,

$$
\frac{dy}{dr}=\frac{y f_c}{r^2f_h+r f_c}>0 .
$$

The density rises with hole mass at every ratio. Nothing turns around at $r=1$.

The two ends confirm this. For very heavy holes $y/r$ is small, so $1-e^{-y/r}\approx y/r$. The condition becomes $e^{-y}=y/r$, or $ye^y=r$, whose solution is the Lambert function, $y\approx W(r)$. It grows without bound, but slowly, roughly as a logarithm. At $r=10$ it gives 1.75, about 3% below the full solution 1.80.

For light holes, exchange the roles of the carriers. The value $Y=y(1/r)$ obeys $e^{-Y}+e^{-rY}=1$. Setting $z=rY$ turns this into $e^{-z/r}+e^{-z}=1$, so $z=y(r)$ and

$$
y(1/r)=\frac{y(r)}{r} .
$$

Hence $y(r)\approx r\,W(1/r)$ for small $r$, which tends to zero.

Take $T=300$ K, so $kT=25.85$ meV, and a round electron mass of $0.05\,m_0$, where $m_0$ is the free-electron mass. Then $N_c=0.540\times10^{12}$ cm$^{-2}$. For $r=10$, $n_{\rm tr}=1.802\times0.540=0.973$ in units of $10^{12}$ cm$^{-2}$. In the same units:

| $r$ | $n_{\rm tr}$ | $f_c$ | $f_h$ |
|---|---|---|---|
| 10 | 0.973 | 0.835 | 0.165 |
| 2 | 0.520 | 0.618 | 0.382 |
| 1 | 0.374 | 0.500 | 0.500 |
| 0.5 | 0.260 | 0.382 | 0.618 |

At $r=10$ the electron level is 42 meV above its edge; at $r=0.5$ it is 12 meV below. The last row has a density about 31% lower than the equal-mass row.

## What equality does optimize

The answer to "which mass ratio is best?" depends on what is held fixed. Define $\nu=\pi\hbar^2n_{\rm tr}/kT$, which has the dimension of a mass. The transparency equation then treats both carriers alike:

$$
e^{-\nu/m_c}+e^{-\nu/m_v}=1 .
$$

**Fixed reduced mass.** Let $1/\mu=1/m_c+1/m_v$. The arithmetic mean of two positive numbers is at least their geometric mean, so

$$
1=e^{-\nu/m_c}+e^{-\nu/m_v}\ge2e^{-\nu/2\mu},
\qquad\text{hence}\qquad \nu\ge2\mu\ln2 ,
$$

with equality when $m_c=m_v$. Here equal masses do give the least density. The reduced mass sets the density of vertical transitions, because the transition energy is $E_g+\hbar^2k^2/2\mu$. This comparison therefore holds fixed the edge gain of a fully inverted well with a given matrix element. To change $r$ in this way, however, the electron mass must change too. At $r=10$ the density is 1.43 times the equal-mass value for the same $\mu$.

**Fixed product of the masses.** Now the relevant quantity is $\nu/\sqrt{m_cm_v}=y/\sqrt r$. From the derivative found above, $d\ln y/d\ln r=f_c/(rf_h+f_c)$, so

$$
\frac{d\ln(y/\sqrt r)}{d\ln r}
=\frac{f_c}{rf_h+f_c}-\frac12
=\frac{f_c-rf_h}{2(rf_h+f_c)} .
$$

To find the sign for $r>1$, write $f=f_c$, which then exceeds $1/2$, and $f_h=1-f$. Since $y=-\ln(1-f)$ and $y/r=-\ln f$, we have $r(-\ln f)=-\ln(1-f)$. Multiplying the numerator by the positive number $-\ln f$ gives

$$
h(f)=-f\ln f+(1-f)\ln(1-f) .
$$

This function vanishes at $f=1/2$ and as $f\to1$, and $h''=-1/f+1/(1-f)>0$ in between. A strictly convex function that vanishes at both ends is negative inside. So $y/\sqrt r$ falls as $r$ grows from one. The exchange relation makes it equal at $r$ and $1/r$, and equal masses give the greatest density. The value drops from 0.693 at $r=1$ to 0.570 at $r=10$.

**Differential gain.** A laser also benefits if gain rises quickly once transparency is passed. At fixed matrix element the edge gain is $g=G_0\mu(f_c+f_h-1)$, with $G_0$ independent of the masses. Differentiating the occupations with respect to $n$, and using $\mu/m_c=r/(1+r)$, gives at transparency

$$
\frac{dg}{dn}=\frac{G_0\mu}{N_c}\left(f_h+\frac{f_c}{r}\right)
=\frac{G_0\pi\hbar^2}{kT}\,D,\qquad
D=\frac{rf_h+f_c}{1+r} .
$$

Because $f_c+f_h=1$, we may write $1/2=(f_c+f_h)/2$ and subtract:

$$
D-\frac12=-\frac{(r-1)(f_c-f_h)}{2(1+r)}\le0 .
$$

The two factors in the numerator have the same sign, since the lighter carrier has the larger edge occupation. Thus $D$ reaches its largest value, $1/2$, at equal masses, whatever their common size. At $r=10$ it is 0.226, less than half the optimum. With two parabolic bands, making the holes lighter than the electrons would lower the transparency density further, but at the expense of this slope. The rule does not carry over to the strained bands treated below. There the edge mass, and with it $\mu$, stays fixed while the holes lose states, so the slope is not given by $D$ at an equivalent mass ratio and can keep rising with strain.

## How compression makes holes light

It remains to connect strain with the hole mass. Near its top the valence band consists of four states with angular momentum $J=3/2$: heavy holes with $J_z=\pm3/2$ and light holes with $J_z=\pm1/2$, where $z$ is the growth direction. In the spherical Luttinger model the electron energy is

$$
H=-\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2(\mathbf k\cdot\mathbf J)^2\right].
$$

Keep the lowest standing wave of a well with high barriers. Then $\langle k_z\rangle=0$, and terms linear in $k_z$ drop out. The $\langle k_z^2\rangle$ term contains $J_z^2$ and puts the heavy-hole edge above the light-hole edge. In-plane compression adds a splitting of the same form and sign. Call the total $\Delta$, and count energy from the heavy-hole edge. Coupling to higher standing waves is neglected, and so is the split-off valence band, which lies lower by the spin-orbit energy.

Let the in-plane wavevector point along $x$, and set $K=\hbar^2k^2/2m_0$. The diagonal elements of $J_x^2$ are $\frac12(\frac{15}4-J_z^2)$, which is $3/4$ for heavy and $7/4$ for light holes. Its off-diagonal element between $J_z=3/2$ and $-1/2$ is $\frac14\cdot2\cdot\sqrt3=\sqrt3/2$. The Hamiltonian therefore splits into two equivalent blocks,

$$
\begin{pmatrix}
-(\gamma_1+\gamma_2)K & \sqrt3\,\gamma_2K\\
\sqrt3\,\gamma_2K & -\Delta-(\gamma_1-\gamma_2)K
\end{pmatrix},
$$

with eigenvalues equal to the mean of the diagonal plus or minus the usual root:

$$
E_\pm=-\gamma_1K-\frac\Delta2\pm\sqrt{\left(\frac\Delta2-\gamma_2K\right)^2+3\gamma_2^2K^2}.
$$

The root is the length of a vector whose two components change with $K$ at the constant rates $-\gamma_2$ and $\sqrt3\,\gamma_2$. Its slope therefore never exceeds $\sqrt{\gamma_2^2+3\gamma_2^2}=2\gamma_2$, the large-$K$ value. For $\gamma_1>2\gamma_2$ the upper band thus falls steadily from $K=0$, and the gap is at the zone centre.

At $\Delta=0$ the root is $2\gamma_2K$, and the two masses are $m_0/(\gamma_1\mp2\gamma_2)$. With round parameters $\gamma_1=7$, $\gamma_2=2.5$ these are $0.50\,m_0$ and $0.083\,m_0$. For $\Delta>0$, expansion at small $K$ gives

$$
E_+\approx-(\gamma_1+\gamma_2)K+\frac{3\gamma_2^2K^2}{\Delta} .
$$

The edge mass is now $m_0/(\gamma_1+\gamma_2)=0.105\,m_0$, however small the splitting, as long as only one standing wave is kept. What grows with $\Delta$ is the energy range over which this light mass persists: the correction, which flattens the band, is inversely proportional to $\Delta$. The top band is still called heavy-hole after its $J_z$, although it is light in the plane.

## Why the density must fall

The bands are no longer parabolic and two of them hold carriers, but the direction of the effect can be proved without an effective mass. Hole energies are $-E_\pm$, measured from the top edge. By the Hellmann-Feynman theorem, their derivative with respect to $\Delta$ is the light-hole weight of the state, which is positive for $K>0$. So every such hole state moves away from the edge, and at a given $\eta_h$ the well holds fewer holes, $P(\eta_h)$.

At transparency $\eta_h=-\eta_c$, and neutrality requires

$$
N_c\ln(1+e^{\eta_c})=P(-\eta_c) .
$$

The left side rises with $\eta_c$ and the right side falls. Lowering $P$ moves their crossing to smaller $\eta_c$, and therefore to smaller density. At fixed band parameters the change of the gap under strain does not enter, because only distances from the band edges appear. In a real crystal the wider gap also makes the electrons heavier, by roughly 4 to 5% for a strain that splits the hole bands by 50 meV, which offsets a small part of the fall.

Solving this balance with the four-band energies gives, again in $10^{12}$ cm$^{-2}$:

| $\Delta$ (meV) | $n_{\rm tr}$ | lower-band share | equivalent $r$ |
|---|---|---|---|
| 0 | 1.02 | 0.143 | 11.7 |
| 25 | 0.85 | 0.143 | 6.8 |
| 50 | 0.73 | 0.101 | 4.5 |
| 100 | 0.61 | 0.028 | 2.9 |
| 200 | 0.56 | 0.001 | 2.3 |

The equivalent $r$ is the ratio that would give the same density in the single-band law. At $\Delta=0$ it is the sum of both hole masses over the electron mass, $(0.500+0.083)/0.05=11.7$, since their densities of states add. For very large $\Delta$ it tends to $0.105/0.05=2.1$, and the density to $0.53$. Going from 0 to 100 meV lowers the density by 40%, from $1.02\times10^{12}$ to $0.61\times10^{12}$ cm$^{-2}$ ($1.02\times10^{16}$ to $0.61\times10^{16}$ m$^{-2}$).

The share of holes in the lower band is nearly the same at 0 and at 25 meV, although the edge of that band has moved down by about $kT$. Only the edge moves by the full $\Delta$. At $\Delta=0$ the block, less its mean, has diagonal elements $\mp\gamma_2K$ and off-diagonal element $\sqrt3\,\gamma_2K$. Its eigenvectors are $(1,\sqrt3)/2$ for the upper band and $(\sqrt3,-1)/2$ for the lower, so the light-hole weights are $3/4$ and $1/4$. By the Hellmann-Feynman argument, states with $\gamma_2K\gg\Delta$ move away by $3\Delta/4$ in the upper band but only by $\Delta/4$ in the lower. The share therefore rises at first and falls later, and its return to the starting value near 25 meV is particular to these parameters. Between 0 and 25 meV both bands lose about the same fraction of their holes, some 17%, so this first fall in density does not come from an emptying of the lower band.

The row $\Delta=0$ is a reference, not an ordinary unstrained well, because confinement alone already splits the bands. If confinement supplied 50 meV and compression another 50 meV, the table would give a fall from 0.73 to 0.61, or 16%. The absolute values are too low, because the higher standing waves are not negligible for holes. With $K_z=\hbar^2\pi^2/2m_0L^2$ for a well of width $L$, the confinement splitting is $4\gamma_2K_z$, and the second heavy-hole subband lies $3(\gamma_1-2\gamma_2)K_z$ below the top. For a 50 meV splitting ($L\approx8.7$ nm) this is 30 meV, above the light-hole edge. Keeping all standing waves and their coupling in the same Hamiltonian raises the edge mass of the unstrained well to $0.12\,m_0$ and gives densities of 0.99 and 0.82 (equivalent $r$ of 10.5 and 6.2). The relative fall, 17%, is nearly unchanged. Leaving out the split-off band also matters before $\Delta$ reaches the spin-orbit energy, about 0.3 eV in common arsenides. Including it at 0.34 eV, with the same splitting term and one standing wave, raises the rows at 50, 100 and 200 meV to 0.76, 0.67 and 0.62, and the fall from 0 to 100 meV becomes 35%. For a spin-orbit energy of 0.1 eV that fall is only about 25%. These figures illustrate the mechanism and do not predict a device. Doping would break $n=p$, further electron subbands would add states, and the lasing threshold lies above transparency because gain must also cover the losses.

In this example the mass ratio stays above two even at the largest splitting. That figure depends on the round parameters, and an electron mass of $0.067\,m_0$ with the same holes would give a limit of 1.6. Compression lowers the density by removing hole states near the band edge, and it would go on doing so if the ratio could pass through one. The tabulated values appear in the numerical output below.

## Table of computed values

```
temperature = 300 K, kT = 25.852 meV
electron mass = 0.050 m0
N_c = 0.5400 (1e12 cm^-2)
Single hole band, fixed electron mass
n in 1e12 cm^-2; level = electron quasi-Fermi level above edge, meV
q = density / equal-mass density at same reduced mass
D = scaled differential gain; y, f_c, f_h, q, D dimensionless
   r       y       n     f_c     f_h   level      q       D
 0.5  0.4812  0.2598  0.3820  0.6180  -12.44  1.0414  0.4607
 1.0  0.6931  0.3743  0.5000  0.5000    0.00  1.0000  0.5000
 2.0  0.9624  0.5197  0.6180  0.3820   12.44  1.0414  0.4607
 5.0  1.4060  0.7592  0.7549  0.2451   29.08  1.2171  0.3301
10.0  1.8023  0.9732  0.8351  0.1649   41.93  1.4301  0.2258
Lambert estimate of y at r = 10: 1.7455
y at r = 1000: 5.2518, Lambert: 5.2496
y/sqrt(r) at r = 1: 0.6931, at r = 10: 0.5699
Luttinger parameters: gamma1 = 7.0, gamma2 = 2.5
in-plane masses at zero splitting: 0.5000 m0, 0.0833 m0
top-edge mass with splitting: 0.1053 m0
mass ratio, both bands at zero splitting: 11.667
mass ratio, large-splitting limit: 2.105
Four-band result: splitting in meV, n in 1e12 cm^-2
Delta      y       n   lower-band share  equivalent r
    0  1.8968  1.0242       0.1429         11.667
   25  1.5742  0.8500       0.1433          6.782
   50  1.3526  0.7303       0.1012          4.521
  100  1.1311  0.6108       0.0284          2.903
  200  1.0281  0.5552       0.0009          2.323
large-splitting limit: y = 0.9847, n = 0.5317 (1e12 cm^-2)
density at 100 meV / density at 0 meV = 0.5963
```
